# Uniform precursor flux to a rotating disk, derived in two ways: a program that tests the result

```python
"""
Precursor flux to an infinite rotating disk (von Karman flow).

Result under test: the flux is the same at every radius, and for a perfect sink
    J = k_m c_inf,   k_m = D sqrt(omega/nu) / I(Sc),   Sc = nu/D,
    I(Sc) = integral_0^inf exp( Sc * integral_0^zeta H ) dzeta,
so J goes exactly as omega^(1/2). Levich's prefactor is the limit Sc -> infinity.
With first-order surface kinetics k_s: J = c_inf k_m k_s / (k_m + k_s).

Symbols: velocity (r f(z), r g(z), w(z)); nu kinematic viscosity; D diffusivity;
omega angular speed; ell = sqrt(nu/omega); zeta = z/ell;
F = f/omega, G = g/omega, H = w/sqrt(nu omega); c is scaled by c_inf.
Lengths are in mm and times in s unless a label says otherwise.
"""
import numpy as np
import sympy as sp
import scipy.sparse as ss
from scipy.sparse.linalg import spsolve
from scipy.integrate import solve_bvp, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import gamma

# ---------- symbolic reduction of the full axisymmetric equations ----------
r, z, nu_s, D_s = sp.symbols("r z nu D", positive=True)
f, g, w, p, c = [sp.Function(name)(z) for name in "fgwpc"]
u, v = r * f, r * g


def laplacian(q):
    return sp.diff(r * sp.diff(q, r), r) / r + sp.diff(q, z, 2)


def advect(q):
    return u * sp.diff(q, r) + w * sp.diff(q, z)


continuity = sp.diff(r * u, r) / r + sp.diff(w, z)
radial = advect(u) - v**2 / r + sp.diff(p, r) - nu_s * (laplacian(u) - u / r**2)
azimuthal = advect(v) + u * v / r - nu_s * (laplacian(v) - v / r**2)
axial = advect(w) + sp.diff(p, z) - nu_s * laplacian(w)
species = advect(c) - D_s * laplacian(c)
assert sp.simplify(continuity - (2 * f + w.diff(z))) == 0
assert sp.simplify(radial / r - (f**2 - g**2 + w * f.diff(z)
                                 - nu_s * f.diff(z, 2))) == 0
assert sp.simplify(azimuthal / r - (2 * f * g + w * g.diff(z)
                                    - nu_s * g.diff(z, 2))) == 0
assert not sp.simplify(axial).has(r)
assert sp.simplify(species - (w * c.diff(z) - D_s * c.diff(z, 2))) == 0


# ---------- coupled flow and concentration, solved in given units ----------
def solve_column(omega, nu, D, k_surface, height, tol):
    """Return the solution (f, f', g, g', w, c, c') as a function of z."""
    ell = np.sqrt(nu / omega)
    grid = height * np.linspace(0, 1, 200) ** 2
    s = grid / ell
    e, e7 = np.exp(-s), np.exp(-0.7 * s)
    guess = np.vstack([0.5 * omega * s * e, 0.5 * omega * (1 - s) * e / ell,
                       omega * e7, -0.7 * omega * e7 / ell,
                       -np.sqrt(nu * omega) * (1 - (1 + s) * e),
                       1 - e, e / ell])

    def rhs(_, y):
        f, fp, g, gp, w, c, cp = y
        return np.vstack([fp, (f * f - g * g + w * fp) / nu,
                          gp, (2 * f * g + w * gp) / nu,
                          -2 * f, cp, w * cp / D])

    def boundary(a, b):
        return np.array([a[0], a[2] - omega, a[4],
                         a[5] - D * a[6] / k_surface,
                         b[0], b[2], b[5] - 1])

    result = solve_bvp(rhs, boundary, grid, guess, tol=tol, max_nodes=20000)
    assert result.success, result.message
    return result.sol


# ---------- model parameters ----------
nu, D, omega = 800.0, 500.0, 100.0        # mm^2/s, mm^2/s, rad/s
k_s, wafer_radius, core_radius = 500.0, 100.0, 20.0   # mm/s, mm, mm
c_inf, molar_volume = 2.0e-3, 1.2e-5      # mol/m^3, m^3/mol
Sc = nu / D
ell = np.sqrt(nu / omega)

# ---------- universal flow, in scaled variables ----------
top = 20.0
column = solve_column(1.0, 1.0, 1.0 / Sc, np.inf, top, 1e-8)
wall = column(0.0)
a_wall, G_slope, theta_slope = wall[1], wall[3], wall[6]
H_inf = column(top)[4]
zeta = np.linspace(0, top, 8001)
F, _, G, _, H, theta, _ = column(zeta)
torque_outflow = 4 * simpson(F * G, x=zeta)
radial_balance = simpson(G**2, x=zeta) - 3 * simpson(F**2, x=zeta)
assert abs(torque_outflow + G_slope) < 1e-6
assert abs(radial_balance - a_wall) < 1e-6


def film_integral(schmidt):
    """I(Sc) by quadrature; above the grid H is constant."""
    end = min(top, 20 * schmidt ** (-1 / 3))
    x = np.linspace(0, end, 8001)
    exponent = schmidt * CubicSpline(x, column(x)[4]).antiderivative()(x)
    tail = np.exp(exponent[-1]) / (schmidt * abs(H_inf))
    return simpson(np.exp(exponent), x=x) + tail


I_film = film_integral(Sc)
assert abs(theta_slope * I_film - 1) < 1e-6


def k_transport(speed):
    return D * np.sqrt(speed / nu) / I_film


def k_total(speed):
    return k_transport(speed) * k_s / (k_transport(speed) + k_s)


def exponent_formula(speed):
    return 0.5 * k_s / (k_s + k_transport(speed))


# precursor balance: drawn down = captured + carried outwards
captured = theta_slope / (Sc * abs(H_inf))
carried_out = 2 * simpson(F * theta, x=zeta) / abs(H_inf)
assert abs(captured + carried_out - 1) < 1e-6
small_sc = 1e-3
assert abs(1 / (small_sc * film_integral(small_sc) * abs(H_inf)) - 1) < 3e-3

# ---------- large Schmidt number ----------
levich_coefficient = (a_wall / 3) ** (1 / 3) / gamma(4 / 3)
B_formula = gamma(5 / 3) * (3 / a_wall) ** (4 / 3) / (36 * gamma(4 / 3))


def levich_ratio(schmidt):
    """True k_m divided by Levich's k_m."""
    return 1 / (film_integral(schmidt) * levich_coefficient * schmidt ** (1 / 3))


def scaled_excess(schmidt):
    return (1 / levich_ratio(schmidt) - 1) * schmidt ** (1 / 3)


# the next term falls as Sc^(-1/3), so it cancels between Sc and 8 Sc
B_numeric = 2 * scaled_excess(64000.0) - scaled_excess(8000.0)
assert abs(B_numeric - B_formula) < 1e-3
assert abs(levich_ratio(1e6) - 1) < 4e-3

# ---------- speed dependence from the dimensional equations ----------
height = 80.0
sink_k = {}
for speed in (50.0, 200.0):
    sink_k[speed] = D * solve_column(speed, nu, D, np.inf, height, 1e-7)(0.0)[6]
    assert abs(sink_k[speed] / k_transport(speed) - 1) < 1e-5
sink_exponent = np.log(sink_k[200.0] / sink_k[50.0]) / np.log(4.0)
assert abs(sink_exponent - 0.5) < 1e-5

speeds = (omega / 1.1, omega * 1.1)
kinetic_k = []
for speed in speeds:
    kinetic_k.append(D * solve_column(speed, nu, D, k_s, height, 1e-7)(0.0)[6])
    assert abs(kinetic_k[-1] / k_total(speed) - 1) < 1e-5
kinetic_exponent = (np.log(kinetic_k[1] / kinetic_k[0])
                    / np.log(speeds[1] / speeds[0]))
assert abs(kinetic_exponent - exponent_formula(omega)) < 1e-3

# ---------- two-dimensional transport, c free to vary with radius ----------
n_r, n_z, z_top = 320, 101, 10.0
dr = 1.2 * wafer_radius / ell / n_r
rho = (np.arange(n_r) + 0.5) * dr
zz = np.linspace(0, z_top, n_z)
dz = zz[1] - zz[0]
F2, H2 = column(zz)[0], column(zz)[4]


def wall_flux_2d(active):
    """Scaled wall gradient; perfect sink where active, no flux elsewhere."""
    inner = (rho - dr / 2) / (rho * dr**2)
    outer = (rho + dr / 2) / (rho * dr**2)
    diagonal = -(inner + outer)
    diagonal[-1] += outer[-1]             # zero radial gradient at outflow
    diffuse_r = ss.diags([inner[1:], diagonal, outer[:-1]], [-1, 0, 1])
    centre = np.zeros(n_r)
    centre[0], centre[-1] = -0.5 / dr, 0.5 / dr
    half_r = np.full(n_r - 1, 0.5 / dr)
    slope_r = ss.diags([-half_r, centre, half_r], [-1, 0, 1])
    one_z = np.ones(n_z - 1)
    diffuse_z = ss.diags([one_z, -2 * np.ones(n_z), one_z], [-1, 0, 1]) / dz**2
    slope_z = ss.diags([-one_z, one_z], [-1, 1]) / (2 * dz)
    eye_r, eye_z = ss.identity(n_r), ss.identity(n_z)
    operator = (ss.kron(diffuse_r, eye_z) + ss.kron(eye_r, diffuse_z)
                - Sc * ss.kron(ss.diags(rho) @ slope_r, ss.diags(F2))
                - Sc * ss.kron(eye_r, ss.diags(H2) @ slope_z))
    interior = np.ones(n_z)
    interior[[0, -1]] = 0
    shape = (n_z, n_z)
    sink_row = ss.coo_matrix(([1.0], ([0], [0])), shape=shape)
    inert_row = ss.coo_matrix(([-3.0, 4.0, -1.0], ([0, 0, 0], [0, 1, 2])),
                              shape=shape)
    top_row = ss.coo_matrix(([1.0], ([n_z - 1], [n_z - 1])), shape=shape)
    on = active.astype(float)
    matrix = (ss.kron(eye_r, ss.diags(interior)) @ operator
              + ss.kron(ss.diags(on), sink_row)
              + ss.kron(ss.diags(1 - on), inert_row)
              + ss.kron(eye_r, top_row))
    source = np.zeros((n_r, n_z))
    source[:, -1] = 1
    field = spsolve(matrix.tocsc(), source.ravel()).reshape(n_r, n_z)
    return (-3 * field[:, 0] + 4 * field[:, 1] - field[:, 2]) / (2 * dz)


radius = rho * ell
on_wafer = radius < wafer_radius
full_flux = wall_flux_2d(on_wafer)
inside = radius < 0.9 * wafer_radius
spread = np.ptp(full_flux[inside]) / full_flux[0]
assert spread < 1e-6
# second-order grid with spacing 0.1 in zeta: error of order 1e-3
assert abs(full_flux[0] * I_film - 1) < 3e-3
deviation = np.abs(full_flux / full_flux[0] - 1)
uniform_to = radius[on_wafer & (deviation < 0.01)].max()

core_flux = wall_flux_2d(on_wafer & (radius > core_radius))
probe = np.array([25.0, 50.0, 90.0])
core_ratio = np.interp(probe, radius, core_flux / full_flux[0])
assert core_ratio[0] > 1.05
assert core_ratio[0] > core_ratio[1] > core_ratio[2] > 1

# ---------- worked example ----------
k_m = k_transport(omega)
k_levich = levich_coefficient * D ** (2 / 3) * nu ** (-1 / 6) * omega**0.5
J_sink = 1e-3 * k_m * c_inf
J_real = 1e-3 * k_total(omega) * c_inf
growth = J_real * molar_volume * 3600 * 1e6
zeta_99 = brentq(lambda x: column(x)[5] - 0.99, 0.1, 15)

print(f"nu = {nu:.0f} mm^2/s, D = {D:.0f} mm^2/s, Sc = {Sc:.2f}")
print(f"omega = {omega:.0f} rad/s = {omega * 30 / np.pi:.0f} rpm")
print(f"k_s = {k_s:.0f} mm/s, c_inf = {c_inf:.4f} mol/m^3")
print(f"film molar volume = {molar_volume:.2e} m^3/mol")
print(f"wafer radius R = {wafer_radius:.0f} mm, inert core = {core_radius:.0f} mm")
print(f"Reynolds number R^2 omega/nu = {wafer_radius**2 * omega / nu:.0f}")
print(f"F'(0) = {a_wall:.5f}, G'(0) = {G_slope:.5f}, H_inf = {H_inf:.5f}")
print(f"4 int F G = {torque_outflow:.5f}")
print(f"int G^2 - 3 int F^2 = {radial_balance:.5f}")
print(f"flow length ell = {ell:.3f} mm")
print(f"downward speed far above = {abs(H_inf) * np.sqrt(nu * omega):.1f} mm/s")
print(f"I(Sc) = {I_film:.5f}, 1/I = {1 / I_film:.5f}")
print(f"scaled wall gradient from coupled equations = {theta_slope:.5f}")
print(f"diffusion-layer thickness I*ell = {I_film * ell:.3f} mm")
print(f"height where c = 0.99 c_inf (perfect sink) = {zeta_99 * ell:.2f} mm")
print(f"k_m = {k_m:.2f} mm/s")
print(f"captured fraction = {captured:.4f}, carried out = {carried_out:.4f}")
print(f"Levich coefficient = {levich_coefficient:.5f}")
print(f"Levich estimate of k_m = {k_levich:.2f} mm/s")
print(f"Levich estimate / true k_m = {k_levich / k_m:.4f}")
print(f"B formula = {B_formula:.5f}, B from quadrature = {B_numeric:.5f}")
for schmidt in (1.0, 10.0, 100.0, 1000.0, 1e6):
    print(f"Sc = {schmidt:.0f}: true k_m / Levich k_m = {levich_ratio(schmidt):.4f}")
print(f"perfect-sink exponent, 50 to 200 rad/s = {sink_exponent:.6f}")
print(f"perfect-sink flux = {J_sink:.4e} mol/(m^2 s)")
print(f"flux with finite k_s = {J_real:.4e} mol/(m^2 s)")
print(f"surface concentration / c_inf = {k_m / (k_m + k_s):.4f}")
print(f"growth rate = {growth:.3f} micrometre/h")
print(f"exponent at omega: formula {exponent_formula(omega):.4f}, "
      f"coupled equations {kinetic_exponent:.4f}")
print(f"speed where k_m = k_s: {omega * (k_s / k_m) ** 2:.0f} rad/s")
for speed in (25.0, 100.0, 400.0, 1600.0):
    print(f"omega = {speed:.0f} rad/s: k_m = {k_transport(speed):.2f} mm/s, "
          f"J = {1e-3 * k_total(speed) * c_inf:.3e} mol/(m^2 s), "
          f"exponent = {exponent_formula(speed):.4f}")
print(f"2D centre gradient = {full_flux[0]:.5f} (scaled)")
print(f"2D relative flux spread for r < 0.9 R = {spread:.1e}")
print(f"2D grid spacing in r = {dr * ell:.3f} mm")
print(f"2D flux within 1 percent of centre up to r = {uniform_to:.1f} mm")
for position, ratio in zip(probe, core_ratio):
    print(f"inert core: flux at r = {position:.0f} mm / uniform flux = {ratio:.4f}")
print("done: every assertion held")
```

Printed output:

```
nu = 800 mm^2/s, D = 500 mm^2/s, Sc = 1.60
omega = 100 rad/s = 955 rpm
k_s = 500 mm/s, c_inf = 0.0020 mol/m^3
film molar volume = 1.20e-05 m^3/mol
wafer radius R = 100 mm, inert core = 20 mm
Reynolds number R^2 omega/nu = 1250
F'(0) = 0.51023, G'(0) = -0.61592, H_inf = -0.88447
4 int F G = 0.61592
int G^2 - 3 int F^2 = 0.51023
flow length ell = 2.828 mm
downward speed far above = 250.2 mm/s
I(Sc) = 1.97335, 1/I = 0.50675
scaled wall gradient from coupled equations = 0.50675
diffusion-layer thickness I*ell = 5.581 mm
height where c = 0.99 c_inf (perfect sink) = 12.20 mm
k_m = 89.58 mm/s
captured fraction = 0.3581, carried out = 0.6419
Levich coefficient = 0.62045
Levich estimate of k_m = 128.28 mm/s
Levich estimate / true k_m = 1.4320
B formula = 0.29801, B from quadrature = 0.29792
Sc = 1: true k_m / Levich k_m = 0.6386
Sc = 10: true k_m / Levich k_m = 0.8484
Sc = 100: true k_m / Levich k_m = 0.9331
Sc = 1000: true k_m / Levich k_m = 0.9696
Sc = 1000000: true k_m / Levich k_m = 0.9970
perfect-sink exponent, 50 to 200 rad/s = 0.500000
perfect-sink flux = 1.7916e-04 mol/(m^2 s)
flux with finite k_s = 1.5194e-04 mol/(m^2 s)
surface concentration / c_inf = 0.1519
growth rate = 6.564 micrometre/h
exponent at omega: formula 0.4240, coupled equations 0.4240
speed where k_m = k_s: 3115 rad/s
omega = 25 rad/s: k_m = 44.79 mm/s, J = 8.222e-05 mol/(m^2 s), exponent = 0.4589
omega = 100 rad/s: k_m = 89.58 mm/s, J = 1.519e-04 mol/(m^2 s), exponent = 0.4240
omega = 400 rad/s: k_m = 179.16 mm/s, J = 2.638e-04 mol/(m^2 s), exponent = 0.3681
omega = 1600 rad/s: k_m = 358.33 mm/s, J = 4.175e-04 mol/(m^2 s), exponent = 0.2913
2D centre gradient = 0.50700 (scaled)
2D relative flux spread for r < 0.9 R = 5.7e-11
2D grid spacing in r = 0.375 mm
2D flux within 1 percent of centre up to r = 98.8 mm
inert core: flux at r = 25 mm / uniform flux = 1.3273
inert core: flux at r = 50 mm / uniform flux = 1.0159
inert core: flux at r = 90 mm / uniform flux = 1.0013
done: every assertion held
```
